# Dipolar hyperfine coupling of a proton to a 1s Slater spin density, part 2

A point proton sits at \(\mathbf R=R\,\mathbf n\), \(|\mathbf n|=1\), from the centre of the spin density \(\rho\) of one electron, normalised to 1. We want its dipolar coupling and how this compares with the point-dipole law \(T=P/R^3\). The Hamiltonian is \(H=\mathbf S\cdot\mathsf A\cdot\mathbf I\), with dimensionless spins and moments \(\boldsymbol\mu_e=-g_e\mu_B\mathbf S\), \(\boldsymbol\mu_p=+g_p\mu_N\mathbf I\). The orbital hyperfine term vanishes at first order for a real orbital and is dropped. The constant is

\[
P=\frac{\mu_0}{4\pi}\,g_e\mu_B\,g_p\mu_N=326.984\ \text{neV Å}^3,\qquad P/h=79.064\ \text{MHz Å}^3 .
\]

With \(V(\mathbf R)=\int\rho(\mathbf r')/|\mathbf R-\mathbf r'|\,d^3r'\), the electron moment has vector potential \(-(\mu_0/4\pi)\,\boldsymbol\mu_e\times\nabla V\), and

\[
A_{ab}=a\,\delta_{ab}+T_{ab},\qquad a=\frac{8\pi}{3}P\rho(\mathbf R),\qquad
T_{ab}=P\Big[\partial_a\partial_bV+\frac{4\pi}{3}\rho(\mathbf R)\,\delta_{ab}\Big].
\tag{A5}
\]

Here \(a\) is the contact coupling. Equivalently, with \(\mathbf r\) measured from the proton and a vanishing sphere around it excluded,

\[
T_{ab}=P\;\mathrm{PV}\!\!\int\rho\,\frac{3r_ar_b-r^2\delta_{ab}}{r^5}\,d^3r .
\tag{A8}
\]

For a spherical density \(\rho(s)\), \(s\) being the distance from its centre, \(T_{ab}=T\,(3n_an_b-\delta_{ab})\) with

\[
T=P\Big[\frac{Q(R)}{R^3}-\frac{4\pi}{3}\rho(R)\Big]=\frac{PQ}{R^3}-\frac a2 ,
\tag{A11}
\]

where \(Q(R)\) is the spin inside radius \(R\) and the second term in the bracket is the local term.

The 1s Slater density is \(\rho(s)=(\zeta^3/\pi)e^{-2\zeta s}\). With \(x=\zeta R\) and \(u=2x\), \(Q=1-e^{-u}(1+u+u^2/2)\), the local term times \(R^3\) is \(u^3e^{-u}/6\), and

\[
T(R)=\frac{P}{R^3}f,\qquad f=1-e^{-u}\Big(1+u+\frac{u^2}{2}+\frac{u^3}{6}\Big)=1-e^{-2x}\Big(1+2x+2x^2+\frac43x^3\Big),
\tag{A14}
\]
\[
a(R)=\frac83P\zeta^3e^{-2x}.
\tag{A15}
\]

With \(I_3(u)=\int_0^ut^3e^{-t}dt\),

\[
f=\frac16\int_0^ut^3e^{-t}dt=\frac{I_3(u)}{6}=\frac{\gamma(4,u)}{\Gamma(4)},
\tag{A16}
\]

so \(0<f<1\) and \(f\) increases with \(R\). At small \(R\),

\[
T=P\zeta^4R\Big(\frac23-\frac{16}{15}x+\frac89x^2-\dots\Big).
\tag{A17}
\]

\(T\) has a single maximum, at \(u=1.3143\), where \(f=0.04454\). An accompanying program tests these results.

## A.7 Where the point-dipole law takes over

The two curves never meet at finite \(R\), so the joining point is defined by a tolerance. The deficit relative to the point value is

\[
D(u)=\frac{P/R^3-T}{P/R^3}=1-f=e^{-u}\Big(1+u+\frac{u^2}{2}+\frac{u^3}{6}\Big).
\tag{A18}
\]

It falls monotonically from 1 to 0, since \(D'=-f'<0\), so \(D(u_\varepsilon)=\varepsilon\) has one root for each \(0<\varepsilon<1\), and the point law overestimates \(T\) by less than \(\varepsilon P/R^3\) for all \(R>R_\varepsilon=u_\varepsilon/(2\zeta)=x_\varepsilon/\zeta\). The roots \(u_\varepsilon\) are universal; only the conversion to a length depends on \(\zeta\). There is no power-law correction: by (A11) the deficit consists of the spin outside radius \(R\), \(1-Q\), and the local term, both exponentially small.

The share of the local term in the deficit is

\[
w(u)=\frac{u^3/6}{1+u+u^2/2+u^3/6}=\frac{1}{1+3/u+6/u^2+6/u^3},
\tag{A19}
\]

which approaches 1 only as \(1-3/u\). The local term times \(P/R^3\) is \(a/2\), so the absolute deficit is exactly \(P/R^3-T=a/(2w)\) in this model. Where \(w\) lies between \(\tfrac12\) and 1, as in every row of the table below, the deficit lies between \(a/2\) and \(a\), so the contact coupling sets its scale; at small \(u\), where \(w\simeq u^3/6\to0\), it does not.

The lengths in the table are for \(\zeta=1\ \text{bohr}^{-1}=1.88973\ \text{Å}^{-1}\) and scale as \(1/\zeta\). The last column is the radius at which \(1-Q\) alone equals \(\varepsilon\).

| \(\varepsilon\) | \(u_\varepsilon\) | \(x_\varepsilon\) | \(R_\varepsilon\) (Å) | \(w\) | from \(Q\) alone (Å) |
|---|---|---|---|---|---|
| 0.10 | 6.681 | 3.340 | 1.768 | 0.624 | 1.408 |
| 0.05 | 7.754 | 3.877 | 2.052 | 0.667 | 1.666 |
| 0.01 | 10.045 | 5.023 | 2.658 | 0.733 | 2.224 |
| 0.001 | 13.062 | 6.531 | 3.456 | 0.789 | 2.971 |

The point-dipole law holds to 1 % of its own value beyond \(\zeta R=5.02\), that is beyond 2.66 Å for this exponent, and to 5 % beyond 2.052 Å. The enclosed-spin criterion gives a shorter radius in every row, necessarily so because \(1-Q<D\). At each root the program tests that the quadrature of (A8) reproduces \(\varepsilon\), that the radius from \(Q\) is the shorter one, and that \(w\) exceeds one half.

For other tolerances, taking the logarithm of (A18) gives the iteration \(u\leftarrow\ln[(1+u+u^2/2+u^3/6)/\varepsilon]\). The derivative of the map is \((1+u+u^2/2)/(1+u+u^2/2+u^3/6)=1-w\), which lies between 0 and 1 and decreases with \(u\), so the iteration converges monotonically from any positive start, with the error multiplied by about \(1-w\) per step near the root.

## A.8 Principal values and apparent distance

Along and across \(\mathbf n\) the pattern \(3n_an_b-\delta_{ab}\) has eigenvalues 2 and \(-1\). With (A11),

\[
A_\parallel=a+2T=\frac{2PQ}{R^3},\qquad A_\perp=a-T=\frac{3a}{2}-\frac{PQ}{R^3}.
\tag{A20}
\]

The contact term cancels the local term in \(A_\parallel\). The rule "enclosed spin times point dipole" is exact for the full parallel component of a spherical density, and it fails for the traceless part \(T\).

The perpendicular component is positive at the centre, where it equals \(a\), and negative far out, where it tends to \(-P/R^3\). Multiplying \(A_\perp=0\) by \(R^3/P\) and using \((R^3/P)(a/2)=u^3e^{-u}/6\) gives \(Q=u^3e^{-u}/2\). For \(k=Q-u^3e^{-u}/2\), with \(dQ/du=u^2e^{-u}/2\),

\[
k'=\tfrac12u^2e^{-u}-\tfrac12(3u^2-u^3)e^{-u}=\tfrac12u^2e^{-u}(u-2),
\]

so \(k\) falls from 0 until \(u=2\) and then rises to 1, with one positive root, \(u=3.3836\). Inside this radius \(a>T\) and outside it \(a<T\). The program tests that the perpendicular component obtained from the curl of the vector potential vanishes at this root.

If \(T\) is converted to a distance with the point law, \(P/R_{\rm app}^3=Pf/R^3\), then

\[
R_{\rm app}=R\,(1-D)^{-1/3}=R\Big(1+\frac D3+\frac{2D^2}{9}+\dots\Big)>R .
\tag{A21}
\]

The distance is overestimated, by \(D/3\) of the true \(R\) at leading order in \(D\).

## A.9 Worked example

Take \(\zeta=1\ \text{bohr}^{-1}\), the exact nonrelativistic 1s density of hydrogen with a fixed nucleus, and a test proton at \(R=2.0\) Å that is assumed not to disturb it. The digits shown serve for checking an implementation of the model; they are not a prediction for a real pair of atoms (A.11).

With 1 bohr \(=0.529177\) Å,

\[
x=\frac{2.0}{0.529177}=3.77945,\qquad u=7.55890,\qquad e^{-u}=5.21446\times10^{-4},
\]
\[
1+u+\tfrac12u^2=37.1274,\qquad \tfrac16u^3=71.9822 .
\]

The enclosed spin, the local term and the reduction factor are

\[
Q=1-5.21446\times10^{-4}\times37.1274=0.98064,
\]
\[
\tfrac16u^3e^{-u}=5.21446\times10^{-4}\times71.9822=0.03753,
\]
\[
f=0.98064-0.03753=0.94311,\qquad D=0.05689 .
\]

The couplings follow:

\[
\frac{P}{R^3}=\frac{326.984}{8}=40.873\ \text{neV}\quad(9.883\ \text{MHz}),
\]
\[
T=40.873\times0.94311=38.548\ \text{neV}\quad(9.321\ \text{MHz}).
\]

The quadrature of (A8) and the Gaussian-basis calculation of A.10 both print 38.548 neV. The five-digit agreement of the Gaussian value needs a dense s basis: a coarser even-tempered set (ratio 2.5, 16 functions) gives 38.542 neV, aug-cc-pVQZ 38.554 neV and cc-pVDZ 38.49 neV. The local density is \(\rho(R)=(1.88973^3/\pi)\times5.21446\times10^{-4}=1.12010\times10^{-3}\ \text{Å}^{-3}\), so

\[
a=\frac{8\pi}{3}\times326.984\times1.12010\times10^{-3}=3.068\ \text{neV}.
\]

Equation (A11) checks as \(PQ/R^3-a/2=40.082-1.534=38.548\) neV. Leaving out the local term would give 40.082 neV, too large by 4.0 % of \(T\); the point law is too large by 5.7 % of \(P/R^3\). The principal values are \(A_\parallel=80.163\) neV and \(A_\perp=3.068-38.548=-35.48\) neV, and \(A_\parallel\) agrees with \(2PQ/R^3=2\times40.082\) neV to the rounding of the last digit. The apparent distance is \(R_{\rm app}=(326.984/38.548)^{1/3}=2.0394\) Å, an error of 1.97 % of \(R\). The leading term of (A21) is \(D/3=1.90\) %, and the next, \(2\times0.05689^2/9=0.07\) %, accounts for the difference.

For the same exponent at other distances, with energies in neV:

| \(R\) (Å) | \(Q\) | \(f\) | \(T\) | \(P/R^3\) | \(a\) |
|---|---|---|---|---|---|
| 0.5 | 0.2935 | 0.1235 | 323.18 | 2615.87 | 889.19 |
| 1.0 | 0.7278 | 0.5223 | 170.78 | 326.98 | 134.37 |
| 1.5 | 0.9215 | 0.8167 | 79.13 | 96.88 | 20.30 |
| 2.0 | 0.9806 | 0.9431 | 38.55 | 40.87 | 3.07 |
| 2.5 | 0.9957 | 0.9846 | 20.60 | 20.93 | 0.46 |
| 3.0 | 0.9991 | 0.9962 | 12.06 | 12.11 | 0.07 |
| 4.0 | 1.0000 | 0.9998 | 5.11 | 5.11 | 0.00 |

The entries 1.0000 and 0.00 in the last row are rounded values. At 1.0 Å the coupling is 52 % of the point value although 73 % of the spin is enclosed. All rows lie beyond the maximum, which is at \(R=0.3478\) Å with \(T_{\max}=346.3\) neV (83.73 MHz); the initial slope of (A17) is \(\tfrac23P\zeta^4=2779.9\) neV/Å. The zero of \(A_\perp\) is at 0.8953 Å, consistent with \(a>T\) in the first row and \(a<T\) in the second.

At \(R=0\), (A15) gives \(a=5884.3\) neV (1422.8 MHz). For \(S=I=\tfrac12\) the operator \(\mathbf S\cdot\mathbf I\) has eigenvalues \(+\tfrac14\) and \(-\tfrac34\), so \(a\) is the ground-state hyperfine splitting of hydrogen in this model. It matches the rough measured size of 1.4 GHz, which supports the magnitude of \(P\). Nuclear motion, relativistic and radiative corrections are not included.

## A.10 Evaluating and checking the result

**Closed form.** At small \(u\), (A14) subtracts two numbers close to 1 to obtain \(f\approx u^4/24\), so the relative rounding error of \(f\) is of order \(24\,\epsilon_{\rm mach}/u^4\). A library routine for the regularised incomplete gamma function in (A16), or the series (A17), avoids the subtraction. At large \(u\) the deficit is taken from (A18) directly, a sum of positive terms, and not as 1 minus a computed \(f\).

**Quadrature of the definition.** Put the \(z\) axis along the line from the proton to the density centre, with \(\mu\) the cosine of the polar angle. Then \(s^2=r^2+R^2-2rR\mu\), the \(zz\) kernel of (A8) is \((3\mu^2-1)/r^3\), the volume element is \(2\pi r^2dr\,d\mu\), and \(T=T_{zz}/2\):

\[
\frac TP=\pi\int_0^\infty\frac{dr}{r}\int_{-1}^1\rho(s)\,(3\mu^2-1)\,d\mu .
\tag{A22}
\]

The inner integral projects out the second Legendre component of \(\rho\) on the sphere of radius \(r\). The constant and linear terms of the Taylor series about the proton have none, so the inner integral is \(O(r^2)\) and the radial integral converges. The square root in \(s(\mu)\) is singular at \(\mu=1\), \(r=R\), and is removed by a change of variable. Let \(r_>\) and \(r_<\) be the larger and smaller of \(r\) and \(R\), and set \(s=r_>+t\,r_<\) with \(-1\le t\le1\). Then \(s^2=r_>^2+2t\,r_>r_<+t^2r_<^2\), and solving for \(\mu\), with \(rR=r_>r_<\),

\[
\mu=\frac{r_<^2(1-t^2)-2t\,r_>r_<}{2r_>r_<}=\frac{r_<(1-t^2)-2t\,r_>}{2r_>},\qquad |d\mu|=\frac{s\,ds}{rR}=\frac{s\,dt}{r_>} .
\]

The integrand in \(t\) is a polynomial times an exponential, suited to Gauss–Legendre points, and \(\mu\) is formed without the cancellation in \(r^2+R^2-s^2\) at small \(r\). The radial range is split at \(r=R\), where the sphere passes through the cusp. The program tests (A14) against (A22) for two exponents and six distances, and the position of the maximum against a numerical maximisation of (A22).

**Basis-set codes.** With \(\rho=\sum D_{\mu\nu}\chi_\mu\chi_\nu\) and symmetric \(D\), the form \(\partial_a\partial_bV=\int(\partial_a\partial_b\rho)\,r^{-1}d^3r\) of A.3 and the product rule give four terms, which pair up under \(\mu\leftrightarrow\nu\):

\[
\partial_a\partial_bV=2\sum_{\mu\nu}D_{\mu\nu}\Big[\langle\partial_a\partial_b\chi_\mu|r^{-1}|\chi_\nu\rangle+\langle\partial_a\chi_\mu|r^{-1}|\partial_b\chi_\nu\rangle\Big].
\tag{A23}
\]

This is the full Hessian, with trace \(-4\pi\rho(\mathbf R)\); the trace must be removed to obtain \(T_{ab}/P\), and it can serve as a check of the integrals. The program diagonalises the hydrogen atom in an even-tempered s basis, with energy \(-13.60569\) eV, and tests both the trace and the traceless part of (A23) in an off-axis direction. It also tests the whole tensor (A5), signs included, against a symbolic curl of the vector potential with signed SI moments. The program and its output are printed after this appendix.

## A.11 Conditions under which the result fails

The density is frozen. A bare proton brought to a hydrogen atom forms H\(_2^+\), in whose eigenstates the electron is shared equally between the two nuclei, so the example of A.9 does not describe that system. Equation (A14) is the exact coupling for the stated density, and it is used as a building block for a spin density already determined in the presence of all nuclei.

In such use \(T_{ab}\) is linear in \(\rho\). A 1s term with spin population \(p\) contributes \(p\,T\,(3n_an_b-\delta_{ab})\), and contributions from different centres add as tensors, each with its own \(\mathbf n\). Products of orbitals on two different centres, and density centred on the proton itself that is not spherical, are outside (A14). For a proton bonded to the spin-bearing centre they can exceed the term that (A14) supplies. For H\(_2^+\) at 2.0 Å the ground-state density gives \(T\approx47\) neV (it shifts by about 0.6 neV between aug-cc-pVTZ and aug-cc-pVQZ), whereas half an electron in a \(\zeta=1\) orbital on the other centre gives 19.3 neV. A spherical term centred on the proton gives \(T=0\) and contributes to \(a\) only.

The exponential approach rests on the exponential decay of \(\rho\) and on the absence of multipole moments beyond the monopole about the centre from which \(R\) is measured. Spherical symmetry guarantees that absence, and by (A11) it leaves only \(1-Q\) and the local term in the deficit. It is sufficient but not necessary, since a non-spherical density whose higher moments all vanish can also approach the point law exponentially. A density with a quadrupole moment, such as that of a p orbital, has a term in \(V\) falling as \(R^{-3}\), whose Hessian falls as \(R^{-5}\). The correction relative to \(P/R^3\) is then of order \(\langle s^2\rangle/R^2\), a power law, and the radii of A.7 do not apply.

For \(S>\tfrac12\) the spin density \(\rho_\alpha-\rho_\beta\) of the state \(M_S=S\) integrates to \(2S\). The sum over electrons of \(s_{iz}\,\delta(\mathbf r-\mathbf r_i)\) has expectation value \((\rho_\alpha-\rho_\beta)/2=S\,(\rho_\alpha-\rho_\beta)/(2S)\) in that state, and by the Wigner–Eckart theorem this proportionality to \(\mathbf S\) holds throughout the multiplet, so \(\rho=(\rho_\alpha-\rho_\beta)/(2S)\) is the density to insert.

When spin–orbit coupling gives the state an orbital moment, the orbital hyperfine term dropped in A.2 enters at second order, \(P\) with the free-electron \(g_e\) no longer describes the whole anisotropic coupling, and \(\mathsf A\) need not keep the form (A5). Finally, \(R\) and \(\mathbf n\) are fixed here; for a moving proton the dipolar part of the spin Hamiltonian contains the average of the tensor \(f(R)\,(3n_an_b-\delta_{ab})/R^3\) over the nuclear motion, which in general differs from its value at the mean position. The components of the point-dipole tensor are harmonic functions of position, so an isotropic displacement that stays away from the centre leaves them unchanged; the shift comes from anisotropic motion and from the region where \(f\) departs from 1. At 2.0 Å with a Gaussian displacement of 0.2 bohr per direction, the point-law component along \(\mathbf n\) changes by \(+1.7\) % for motion along \(\mathbf n\) only and by \(-1.6\) % for motion across it only, and isotropic motion lowers the \(\zeta=1\) Slater value by 0.4 %.

## Computed values

```
g_e = 2.002319, g_p = 5.585695, bohr = 0.529177 A
P = 8.10910e-08 hartree bohr^3
P = 326.984 neV A^3 = 79.064 MHz A^3
zeta = 1.88973 1/A
Gaussian-basis H energy = -13.60569 eV
a(R=0) = 5884.3 neV = 1422.8 MHz
small-R slope (2/3) P zeta^4 = 2779.9 neV/A
maximum: u = 1.3143, R = 0.3478 A, f = 0.04454
T_max = 346.3 neV = 83.73 MHz
A_perp = 0: u = 3.3836, R = 0.8953 A
joining: eps, u, x, R (A), local share of deficit, R from Q alone (A)
  0.100 6.6808 3.3404 1.7677 0.624 1.4082
  0.050 7.7537 3.8768 2.0515 0.667 1.6658
  0.010 10.0451 5.0226 2.6578 0.733 2.2241
  0.001 13.0622 6.5311 3.4561 0.789 2.9710
example: R = 2.0 A, x = 3.77945, u = 7.55890, exp(-u) = 5.21446e-04
  1+u+u^2/2 = 37.1274, u^3/6 = 71.9822
  Q = 0.98064, local term = 0.03753
  f = 0.94311, 1-f = 0.05689
  rho(R) = 1.12010e-03 1/A^3
  point dipole P/R^3 = 40.873 neV = 9.883 MHz
  T closed form = 38.548 neV = 9.321 MHz
  T quadrature = 38.548 neV
  T Gaussian basis = 38.548 neV
  P Q/R^3 = 40.082 neV, a = 3.068 neV
  A_par = 80.163 neV, A_perp = -35.479 neV
  R_app = 2.0394 A, error = 1.97 %, (1-f)/3 = 1.90 %
table: R (A), x, Q, f, T (neV), P/R^3 (neV), a (neV)
  0.5 0.945 0.2935 0.1235 323.18 2615.87 889.189
  1.0 1.890 0.7278 0.5223 170.78 326.98 134.368
  1.5 2.835 0.9215 0.8167 79.13 96.88 20.305
  2.0 3.779 0.9806 0.9431 38.55 40.87 3.068
  2.5 4.724 0.9957 0.9846 20.60 20.93 0.464
  3.0 5.669 0.9991 0.9962 12.06 12.11 0.070
  4.0 7.559 1.0000 0.9998 5.11 5.11 0.002
```
